# Square-root field dependence of one-dimensional drift among frozen random dipoles, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From frozen dipoles to the mobility law

### The number to be explained

In the worked example below, the computed mobility of a carrier on a long line rises from $7.1\times10^{-11}$ to $3.1\times10^{-8}$ cm²/Vs when the field goes from 0.1 to 1 MV/cm. That is a factor of about 430 for a tenfold field. Plotted against $\sqrt E$, the logarithm of the mobility stays within 0.023 of a straight line for the carrier width chosen in the example. Poole-Frenkel emission, in which the field lowers the Coulomb barrier of a charged trap, also gives such a line. The model contains no charged trap. Its disorder comes from neutral dipoles, frozen at random positions and in random directions.

This appendix derives the line, its slope and the range of field in which it holds. The derivation applies to one dimension and to a long path. Part 2 shows that both restrictions matter a great deal for a real film.

### Model and conventions

A carrier of charge $e>0$ moves along $x$ in a static energy landscape $U(x)$, under a field $E$ that exerts the force $F=eE>0$. For a carrier of the other sign the direction of $x$ is reversed and nothing else changes. The motion is overdamped, with bare mobility $\mu_0$ and diffusion constant $D=\mu_0kT/e$. We write $\beta=1/kT$. With energies in eV and lengths in nm, $F$ in eV/nm equals the field in V/nm, and 1 MV/cm is 0.1 V/nm.

Carriers are so dilute that they do not interact, and their density $n_c$ does not depend on the field. The current density is then $J_c=en_c\mu E$. This is what bulk-limited leakage means here: the contacts supply what the bulk can carry, and the field dependence beyond Ohm's law lies in $\mu$.

The dipoles have density $n$ and moment $p$. Their positions are independent and uniform, and their directions are independent and isotropic. They do not turn in response to the carrier. The surrounding medium is a uniform dielectric of permittivity $\varepsilon$, and local-field corrections are absorbed into $p$, which is therefore an effective moment. The carrier is not a point but a Gaussian charge cloud $G$ with rms width $b$ along each axis. This width keeps the energy finite when a dipole lies close to the carrier.

### The covariance of the landscape

Let the carrier be at $\mathbf r$. Its field at a dipole at $\mathbf r_j$ is $(e/4\pi\varepsilon_0\varepsilon)\,\mathbf g(\mathbf r_j-\mathbf r)$, where $\mathbf g=-\nabla\phi$ and $-\nabla^2\phi=4\pi G$. A dipole in a field has energy $-\mathbf p\cdot\mathbf E$, so

$$U(\mathbf r)=-\kappa\sum_j\hat{\mathbf p}_j\cdot\mathbf g(\mathbf r_j-\mathbf r),\qquad \kappa=\frac{ep}{4\pi\varepsilon_0\varepsilon}.$$

The isotropic directions give $\langle U\rangle=0$. In $\langle U(0)U(\mathbf r)\rangle$ the terms with two different dipoles vanish, because their directions are independent. For a single dipole $\langle\hat p_\alpha\hat p_\beta\rangle=\delta_{\alpha\beta}/3$. Summing over uniform positions gives

$$C(r)=\frac{n\kappa^2}{3}\int d^3R\;\mathbf g(\mathbf R)\cdot\mathbf g(\mathbf R-\mathbf r).$$

Insert $\mathbf g=-\nabla\phi$ and integrate by parts. The surface term contains $\phi\nabla\phi\sim R^{-3}$ on an area $\sim R^2$, so it vanishes at infinity. What remains is

$$\int\mathbf g\cdot\mathbf g'\,d^3R=-\int\phi\,\nabla^2\phi'\,d^3R=4\pi\int\phi(\mathbf R)\,G(\mathbf R-\mathbf r)\,d^3R .$$

The last integral is the Coulomb energy, in units where two unit point charges have energy $1/r$, of two Gaussian clouds at distance $r$. Convolving the two clouds gives one Gaussian of variance $w^2=2b^2$ per axis, and the energy is the potential of that Gaussian at distance $r$. This potential is $\operatorname{erf}(r/\sqrt2w)/r$. To verify it, differentiate $r$ times the potential twice:

$$\frac{d^2}{dr^2}\operatorname{erf}\frac{r}{\sqrt2w}=-\sqrt{\frac2\pi}\,\frac{r}{w^3}e^{-r^2/2w^2}=-4\pi r\,\frac{e^{-r^2/2w^2}}{(2\pi w^2)^{3/2}},$$

which is Poisson's equation for a spherical charge. With $w=\sqrt2b$ the covariance is

$$C(r)=\frac{A}{r}\operatorname{erf}\frac{r}{2b},\qquad A=\frac{4\pi}{3}n\kappa^2. \tag{1}$$

A single dipole potential falls as $1/r^2$, but the sum over all dipoles has correlations that fall as $1/r$. Two distant points feel many of the same dipoles, and the number of shared dipoles grows with distance and partly offsets the weaker potentials.

For small argument $\operatorname{erf}x\approx2x/\sqrt\pi$, so the variance is

$$\sigma^2=C(0)=\frac{A}{\sqrt\pi\,b}=\frac Aa,\qquad a=\sqrt\pi\,b. \tag{2}$$

The length $a$ measures the core within which the $1/r$ form fails. The strength $A$ of the tail does not depend on $b$, whereas the variance does. Direct numerical integration over dipole positions, at $r=0$, 0.4, 1.3 and 4.0 nm with the parameters of Part 2, agrees with (1) to a relative error of $3\times10^{-14}$.

We take $U$ to be Gaussian, which is justified when many dipoles contribute comparably. Part 2 gives the size of the correction.

### Mean speed on a ring

Let the landscape repeat with period $L$, and let $P(x)$ be the stationary density of one carrier on this ring. With $W(x)=\beta[U(x)-Fx]$ the particle current is

$$J=-D\,e^{-W}\frac{d}{dx}\left(e^{W}P\right)=-DP'-D\beta U'P+D\beta FP .$$

The three terms are diffusion, the force of the landscape and the applied force. In the stationary state $J$ does not depend on $x$. Multiply by $-e^{W}/D$ and integrate from $x$ to $x+L$:

$$e^{W(x+L)}P(x+L)-e^{W(x)}P(x)=-\frac JD\int_x^{x+L}e^{W(x')}dx'.$$

Since $P$ and $U$ are periodic, $P(x+L)=P(x)$ and $W(x+L)=W(x)-\beta FL$. The left side is therefore $-e^{W(x)}P(x)(1-e^{-\beta FL})$. With $x'=x+y$,

$$P(x)=\frac{J}{D(1-e^{-\beta FL})}\int_0^Ldy\;e^{\beta[U(x+y)-U(x)]-\beta Fy}.$$

The ring holds one carrier, so $\int_0^LP\,dx=1$. The mean speed is the current integrated over the ring, $v=JL$. Integrating the last equation over $x$ and dividing by $JL$ gives

$$\frac1v=\frac{1}{D(1-e^{-\beta FL})}\int_0^Ldy\;e^{-\beta Fy}\left[\frac1L\int_0^Ldx\;e^{\beta[U(x+y)-U(x)]}\right]. \tag{3}$$

The inverse speed is a time per unit length. It collects the delays caused by each pair of points in which a valley at $x$ is followed by a hill at $x+y$. The factor $e^{-\beta Fy}$ states that the field lowers the hill by $Fy$ relative to the valley.

### The infinite line

Keep $F>0$ fixed and let $L\to\infty$. The covariance decays to zero, so the spatial average in brackets tends to the average over landscapes. The difference $X=U(x+y)-U(x)$ is Gaussian with zero mean and variance $2[C(0)-C(y)]$, and a Gaussian variable obeys $\langle e^{\beta X}\rangle=e^{\beta^2\langle X^2\rangle/2}$. Without disorder the speed is $v_0=D\beta F$. Since $\mu_0/\mu=v_0/v$,

$$\frac{\mu_0}{\mu}=\beta F\int_0^\infty dy\,\exp\left\{-\beta Fy+\beta^2[C(0)-C(y)]\right\}. \tag{4}$$

This is the result to use in computation, because it needs no saddle point and includes the core.

The chain from the ring to (4) was tested on sampled landscapes. Each was a ring of length $8192a$ with sites $0.25a$ apart, on which the stationary hopping equations were solved. For $\beta\sigma=1.5$ and $\beta Fa=0.3$, an average over 24 rings gave $\mu_0/\mu=3.81\pm0.03$, and (4) gives 3.83.

The low-field limit follows with $u=\beta Fy$ and $s=\beta\sigma$:

$$\frac{\mu_0}{\mu}=\int_0^\infty du\,e^{-u}\exp\left\{s^2\left[1-\frac{C(u/\beta F)}{\sigma^2}\right]\right\}\longrightarrow e^{s^2}\quad(F\to0). \tag{5}$$

At any fixed $u>0$ the distance $u/\beta F$ grows without limit and the covariance there vanishes. The mobility therefore tends to the constant $\mu_0e^{-s^2}$, and conduction is ohmic at low field. A constant limit alone does not exclude a straight line of $\ln\mu$ against $\sqrt E$ down to $E=0$, but (8) below does for the pure tail: the slope vanishes as the field goes to zero.

### Closed form for the pure tail

Replace $C(y)$ in the integral by its tail $A/y$, and keep $C(0)=\sigma^2$. With $P_1=\beta F$ and $Q=\beta^2A$ the integral to be found is $\int_0^\infty e^{-P_1y-Q/y}dy$. Substitute $y=\sqrt{Q/P_1}\,e^\theta$. Both terms of the exponent then have the factor $\sqrt{P_1Q}$, and

$$\int_0^\infty e^{-P_1y-Q/y}dy=\sqrt{\frac Q{P_1}}\int_{-\infty}^\infty e^{\theta}e^{-z\cosh\theta}d\theta=2\sqrt{\frac Q{P_1}}\,K_1(z),$$

$$z=2\sqrt{P_1Q}=2\beta^{3/2}\sqrt{AF}. \tag{6}$$

In the last step the odd part of $e^\theta$ integrates to zero, and $K_\nu(z)=\int_0^\infty e^{-z\cosh\theta}\cosh\nu\theta\,d\theta$ is the modified Bessel function. Multiplication by $P_1$ gives $2\sqrt{P_1Q}K_1=zK_1$, and hence

$$\frac{\mu}{\mu_0}=\frac{e^{-s^2}}{zK_1(z)}. \tag{7}$$

Because $\operatorname{erf}\le1$, the true covariance is never larger than $A/y$. The true exponent in (4) is then never smaller than the one used here, and (7) is an upper bound on the mobility of the model.

The slope of (7) also has a closed form. Differentiating under the integral,

$$\frac{d(zK_1)}{dz}=K_1-z\int_0^\infty\cosh^2\theta\,e^{-z\cosh\theta}d\theta .$$

Integration by parts of $K_1=\int_0^\infty(\sinh\theta)'e^{-z\cosh\theta}d\theta$ gives $K_1=z\int_0^\infty\sinh^2\theta\,e^{-z\cosh\theta}d\theta$. Since $\sinh^2\theta-\cosh^2\theta=-1$, the derivative is $-zK_0$, and

$$\frac{d\ln\mu}{dz}=\frac{K_0(z)}{K_1(z)}. \tag{8}$$

### The saddle point

The square root can be seen without Bessel functions. The exponent $\varphi(y)=P_1y+Q/y$ is smallest where $P_1=Q/y^2$, which is at

$$y_*=\sqrt{\frac Q{P_1}}=\sqrt{\frac{\beta A}{F}}. \tag{9}$$

There both terms equal $\sqrt{P_1Q}$, so $\varphi(y_*)=z$. The curvature is $\varphi''=2Q/y_*^3=2P_1^{3/2}Q^{-1/2}$. The Gaussian integral around the minimum, multiplied by $P_1$, is

$$P_1e^{-z}\sqrt{\frac{2\pi}{\varphi''}}=\sqrt\pi\,(P_1Q)^{1/4}e^{-z}=\sqrt{\frac{\pi z}2}\,e^{-z},$$

where $(P_1Q)^{1/4}=\sqrt{z/2}$. Therefore, to leading order in large $z$,

$$\ln\frac{\mu}{\mu_0}\approx-s^2+z-\frac12\ln\frac{\pi z}{2}. \tag{10}$$

The term $z$ is proportional to $\sqrt E$. The last term contributes $-\frac14\ln E$, since $z\propto E^{1/2}$.

The next correction follows from the $\theta$ integral. Expand $\cosh\theta\approx1+\theta^2/2$ in the prefactor and $e^{-z\cosh\theta}\approx e^{-z-z\theta^2/2}(1-z\theta^4/24)$. With $\langle\theta^2\rangle=1/z$ and $\langle\theta^4\rangle=3/z^2$, the integral acquires the factor

$$1+\frac1{2z}-\frac{1}{8z}=1+\frac{3}{8z}.$$

The saddle formula (10) thus lies above the logarithm of (7) by about $3/(8z)$.

## Part 2. Range, worked example and limits

### Symbols and results carried over

The carrier feels the force $F=eE$ at inverse temperature $\beta=1/kT$. The landscape has variance $\sigma^2=A/a$ and covariance $C(y)=(A/y)\operatorname{erf}(y/2b)$, with carrier width $b$ and core length $a=\sqrt\pi b$. The tail strength is $A=(4\pi/3)n\kappa^2$, where $\kappa=ep/(4\pi\varepsilon_0\varepsilon)$. We use $s=\beta\sigma$ and $z=2\beta^{3/2}\sqrt{AF}$. On an infinite line $\mu_0/\mu$ is given by the integral (4). The pure tail gives $\mu/\mu_0=e^{-s^2}/[zK_1(z)]$, and for large $z$ the saddle at $y_*=\sqrt{\beta A/F}$ gives $\ln(\mu/\mu_0)\approx-s^2+z-\frac12\ln(\pi z/2)$.

### The window of field

The lower limit comes from the prefactor. Differentiating the saddle formula gives $d\ln\mu/dz\approx1-1/(2z)$, so the slope approaches its leading value only for $z\gg1$. As a marker we take $z=2$, where $\beta^3AF=1$:

$$F_{\rm low}=\frac{1}{\beta^3A}.$$

The upper limit comes from the core. At the saddle the integrand of (4) is about $e^{s^2-z}$, while at $y=0$ it is 1. When $z$ reaches $s^2$, short distances are no longer negligible. Setting $4\beta^3\sigma^2aF=\beta^4\sigma^4$ gives

$$F_{\rm high}=\frac{\beta\sigma^2}{4a},\qquad y_*=\sqrt{\frac{\beta\sigma^2a}{F_{\rm high}}}=2a .$$

The two markers have the ratio $(s^2/2)^2$. Weak disorder leaves no window. Neither edge is sharp.

### Why the power is one half

A small field leaves distant valley-hill pairs effective, and a large field removes them by lowering the distant hill. The power follows from how fast the correlation decays. For a tail proportional to $y^{-m}$ the exponent is $P_1y+Qy^{-m}$. Its minimum satisfies $P_1=mQy_*^{-m-1}$, so $Qy_*^{-m}=P_1y_*/m$, and the minimum value is

$$P_1y_*\left(1+\frac1m\right)\propto P_1\,P_1^{-1/(m+1)}=P_1^{m/(m+1)}.$$

One half belongs to $m=1$. Numerical integration with $Q=10^{12}$, and $P_1$ raised from 1 to 1.2 in matching units, gave the powers 0.5000, 0.6669 and 0.7518 for $m=1$, 2 and 3.

A second comparison keeps $\sigma$ and the curvature of $C$ at the origin, but replaces the tail by a Gaussian decay. For the example below, the power of $E$ in $\ln[\mu(E)/\mu(0)]$ between 0.1 and 0.4 MV/cm is then 0.97, against 0.59 for dipoles. The dipolar value exceeds one half because $z$ is moderate. With $z=3.11$ and 6.22, the expression $z-\frac12\ln(\pi z/2)-3/(8z)$ equals 2.20 and 5.02, and $\ln(5.02/2.20)/\ln4=0.60$.

For an infinite line, the $1/r$ correlations of the frozen dipoles give $\ln\mu$ a leading term proportional to $\sqrt E$, within a window of field set by the disorder strength and the carrier width. What remains is to put numbers into the example, compare the slope with emission from charged traps and contacts, and see how finite thickness and sideways detours change the result.
